# Complete reflection by an attractive point scatterer in a two-mode wire: a program that tests the result

```python
"""Complete reflection in a two-mode wire with an attractive point scatterer.

Model: -(g/2) psi_n'' + E_n psi_n + delta(x) sum_m V_nm psi_m = E psi_n,
with g = hbar^2/m and n = 1, 2. For E1 < E < E2 the claim is
  t = 1/(1 + i Veff/(g k)),  Veff = V11 - V12^2/(V22 + g kappa),
k = sqrt(2(E-E1)/g), kappa = sqrt(2(E2-E)/g), so that t = 0 at
Er = E2 - V22^2/(2g) if V22 < 0, V12 != 0 and Er > E1.
The independent road is a square well of finite length in x, solved by
matrix exponentials, with the length made very small.
Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq

# ---------- example parameters (rough InGaAs-like fin) ----------
mass_ratio = 0.045
width, height = 30.0, 15.0            # nm
y0 = width / 4                        # nm, scatterer position
gamma = -2.0                          # eV nm^2, strength
size = 5.0                            # nm, size used for finite-range checks
alpha = 1.2                           # 1/eV, rough nonparabolicity
mobility = 1.0e4                      # cm^2/Vs, rough

mass = mass_ratio * const.m_e
g = const.hbar**2 / mass / const.e * 1e18          # eV nm^2


def level(n, box):
    return g * (n * np.pi / box)**2 / 2


E1, E2 = level(1, width), level(2, width)
levels = np.array([E1, E2])
phi = np.sqrt(2 / width) * np.sin(np.array([1, 2]) * np.pi * y0 / width)
V = gamma * np.outer(phi, phi)                     # eV nm


def wave_numbers(E):
    k = np.sqrt(2 * (E - E1) / g + 0j)
    kappa = np.sqrt(2 * (E2 - E) / g + 0j)
    return k, kappa


def t_formula(E, S):
    k, kappa = wave_numbers(E)
    D = S[1, 1] + g * kappa
    return D / (D + 1j * (S[0, 0] * D - S[0, 1]**2) / (g * k))


# ---------- independent road: square well of length d ----------
def generator(E, S, d):
    M = np.zeros((4, 4), dtype=complex)
    M[:2, 2:] = np.eye(2)
    M[2:, :2] = 2 / g * (np.diag(levels) + S / d - E * np.eye(2))
    return M


def matching(E, S, d):
    """Matrix for the outgoing amplitudes (r, b_left, t, b_right)."""
    k, q = wave_numbers(E)
    P = expm(generator(E, S, d) * d)
    A = np.column_stack([P @ np.array([1, 0, -1j * k, 0]),
                         P @ np.array([0, 1, 0, q]),
                         -np.array([1, 0, 1j * k, 0]),
                         -np.array([0, 1, 0, -q])])
    return A, -P @ np.array([1, 0, 1j * k, 0])


def well_amplitudes(E, S, d):
    A, rhs = matching(E, S, d)
    return np.linalg.solve(A, rhs)


def zero_function(E, S, d):
    """Vanishes when no mode-1 wave leaves to the right (real function)."""
    q = wave_numbers(E)[1].real
    left = expm(-generator(E, S, d).real * d) @ np.array([0, 1, 0, -q])
    return left[3] - q * left[1]


def well_zero(S, d):
    return brentq(zero_function, E1 + 1e-6, E2 - 1e-9, args=(S, d),
                  xtol=1e-14)


def well_pole(S, d, guess):
    def f(E):
        return np.linalg.det(matching(E, S, d)[0])
    a, b = guess, guess * (1 + 1e-4)
    fa, fb = f(a), f(b)
    for _ in range(50):
        if abs(b - a) < 1e-11 or fb == fa:
            break
        a, b, fa = b, b - fb * (b - a) / (fb - fa), fb
        fb = f(b)
    assert abs(b - a) < 1e-9
    return b


short = 1e-3                                       # nm
Er = E2 - V[1, 1]**2 / (2 * g)
assert E1 < Er < E2
kr, qr = (z.real for z in wave_numbers(Er))

# uncoupled mode-2 bound level from a lattice diagonalization
step, sites = 0.2, 1501
diagonal = np.full(sites, g / step**2)
diagonal[sites // 2] += V[1, 1] / step
bound = eigh_tridiagonal(diagonal, np.full(sites - 1, -g / (2 * step**2)),
                         eigvals_only=True, select='i',
                         select_range=(0, 0))[0]
assert abs(E2 + bound - Er) < 5e-6

# transmission formula, also for strengths that are not of point form
V_general = np.array([[0.05, -0.06], [-0.06, -0.12]])
for S in (V, V_general, -V):
    for E in np.linspace(E1 + 0.002, E2 - 0.0005, 12):
        r, _, t, _ = well_amplitudes(E, S, short)
        assert abs(abs(t)**2 - abs(t_formula(E, S))**2) < 2e-3
        assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-8

# position of the zero, and its independence of V11 and V12
V_changed = V.copy()
V_changed[0, 0] *= -2
V_changed[0, 1] = V_changed[1, 0] = 0.5 * V[0, 1]
for S in (V, V_changed):
    assert abs(well_zero(S, short) - Er) < 3e-6

# wave at the zero: r = -1, t = 0, finite evanescent amplitude
r0, _, t0, b0 = well_amplitudes(well_zero(V, short), V, short)
b_formula = -1j * g * kr / V[0, 1]
assert abs(t0) < 1e-6 and abs(r0 + 1) < 2e-3
assert abs(b0 / b_formula - 1) < 1e-2

# removing each cause removes the zero
scan = np.linspace(E1 + 1e-5, E2 - 1e-7, 300)
for S in (-V, 3 * V):                 # repulsive; level below first threshold
    signs = np.sign([zero_function(E, S, short) for E in scan])
    assert np.all(signs == signs[0])
v = V[0, 0] / (g * kr)
T_alone = 1 / (1 + v**2)
t_uncoupled = well_amplitudes(Er, np.diag(np.diag(V)), short)[2]
assert abs(abs(t_uncoupled)**2 - T_alone) < 1e-3

# point scatterer becomes transparent at the second threshold
T_threshold = abs(well_amplitudes(E2 - 1e-6, V, short)[2])**2
assert abs(T_threshold - 1) < 1e-3

# quadratic law near the zero and the quasi-bound pole
half0 = qr * V[0, 1]**2 / (g * kr)
E_zero = well_zero(V, short)
for eps in (-2e-5, 2e-5):
    T_near = abs(well_amplitudes(E_zero + eps, V, short)[2])**2
    assert abs(T_near / (eps / half0)**2 - 1) < 0.03
pole = well_pole(V, short, Er - half0 * (v + 1j) / (1 + v**2))
kp, qp = wave_numbers(pole)
assert pole.imag < 0 and kp.imag < 0 and qp.real > 0
assert abs(1 + V[1, 1] / (g * qp) + 1j * V[0, 0] / (g * kp)) < 2e-3
V_weak = V.copy()
V_weak[0, 1] = V_weak[1, 0] = 0.1 * V[0, 1]
shift = -0.01 * half0 * (v + 1j) / (1 + v**2)
zero_weak = well_zero(V_weak, short)
found = well_pole(V_weak, short, zero_weak + shift) - zero_weak
assert abs(found / shift - 1) < 0.03


# ---------- any number of modes, open or closed ----------
def green(E, thresholds, S):
    E = np.atleast_1d(E)
    k = np.sqrt(2 / g * (E[:, None] - thresholds) + 0j)
    A = 1j * g * k[:, :, None] * np.eye(len(thresholds)) - S
    return k, np.linalg.inv(A)


def total_T(E, thresholds, S):
    k, G = green(E, thresholds, S)
    w = k.real
    return g**2 * np.einsum('en,enm,em->e', w, abs(G)**2, w)


k_open, G_open = green(0.05, levels, V)            # both modes open
t_open = G_open[0] * (1j * g * k_open[0])
w_open = k_open[0].real
flux = (w_open[:, None] / w_open
        * (abs(t_open)**2 + abs(t_open - np.eye(2))**2)).sum(axis=0)
assert np.allclose(flux, 1, atol=1e-10)

# thermal smearing of the linear conductance, chemical potential at Er
dE = 2e-5
grid = E1 + dE * (np.arange(25000) + 0.5)
T_grid = total_T(grid, levels, V)
T_clean = total_T(grid, levels, np.zeros((2, 2)))
thermal = []
for temperature in (4.2, 77.0, 300.0):
    kT = const.k * temperature / const.e
    x = np.clip((grid - Er) / (2 * kT), -300, 300)
    weight = dE / (4 * kT * np.cosh(x)**2)
    clean = np.sum(T_clean * weight)
    fermi = np.sum(1 / (1 + np.exp((levels - Er) / kT)))
    assert abs(clean - fermi) < 2e-3
    thermal.append((temperature, kT, np.sum(T_grid * weight), clean))


# higher width modes: strip of finite width in y, zero length in x
def strip(N):
    n = np.arange(1, N + 1)

    def mean_cos(q):
        return np.cos(q * np.pi * y0 / width) * np.sinc(q * size / (2 * width))
    return (mean_cos(n[:, None] - n) - mean_cos(n[:, None] + n)) / width


direct = quad(lambda y: 2 / width * np.sin(2 * np.pi * y / width)
              * np.sin(3 * np.pi * y / width),
              y0 - size / 2, y0 + size / 2)[0] / size
assert abs(direct - strip(3)[1, 2]) < 1e-10


def closed_lowest(E, N, strength):
    th = level(np.arange(2, N + 1), width)
    block = np.diag(g * np.sqrt(2 * (th - E) / g))
    return np.linalg.eigvalsh(block + strength * strip(N)[1:, 1:])[0]


strip_zeros = []
for N in (2, 10, 40):
    root = brentq(closed_lowest, E1 + 1e-6, E2 - 1e-9, args=(N, gamma),
                  xtol=1e-14)
    T_root = total_T(root, level(np.arange(1, N + 1), width),
                     gamma * strip(N))[0]
    assert T_root < 1e-8
    strip_zeros.append((N, root))
gamma40 = brentq(lambda s: closed_lowest(Er, 40, s), gamma, -0.1)
th40 = level(np.arange(1, 41), width)

# finite length, nonparabolicity, height level, collisions
zero_long = well_zero(V, size)
Ez = level(1, height)


def nonparabolic(E):
    return (np.sqrt(1 + 4 * alpha * E) - 1) / (2 * alpha)


gap_np = nonparabolic(Ez + E2) - nonparabolic(Ez + E1)
mass_factor = 1 + 2 * alpha * nonparabolic(Ez + E2)
tau = mobility * 1e-4 * mass / const.e
velocity = const.hbar * kr * 1e9 / mass


def T_point(E):
    return abs(t_formula(E, V))**2


half_low = brentq(lambda E: T_point(E) - 0.5, Er - 0.010, Er)
half_high = brentq(lambda E: T_point(E) - 0.5, Er, E2 - 1e-9)
gamma_limit = np.sqrt(2 * g * (E2 - E1)) / phi[1]**2
hbar_eV = const.hbar / const.e

print(f"mass {mass_ratio} me; width {width} nm; height {height} nm")
print(f"scatterer position y0 = {y0} nm; gamma = {gamma} eV nm^2")
print(f"equivalent well depth over {size} x {size} nm^2: "
      f"{-gamma / size**2 * 1e3:.1f} meV")
print(f"g = hbar^2/m = {g:.4f} eV nm^2")
print(f"E1 = {E1*1e3:.3f} meV; E2 = {E2*1e3:.3f} meV; "
      f"gap = {(E2-E1)*1e3:.3f} meV")
print(f"V11 = {V[0,0]:.5f}; V12 = {V[0,1]:.5f}; V22 = {V[1,1]:.5f} eV nm")
print(f"reflection energy Er = {Er*1e3:.3f} meV; "
      f"E2-Er = {(E2-Er)*1e3:.3f} meV")
print(f"lattice bound level of mode 2 = {(E2+bound)*1e3:.3f} meV")
print(f"short-well zero ({short} nm) = {E_zero*1e3:.4f} meV")
print(f"k at Er = {kr:.5f} 1/nm; kappa at Er = {qr:.5f} 1/nm")
print(f"decay length 1/kappa = {1/qr:.2f} nm")
print(f"evanescent amplitude |b| at Er = {abs(b_formula):.3f} "
      f"(incoming amplitude 1)")
print(f"v = V11/(g k) at Er = {v:.4f}; T of mode 1 alone = {T_alone:.4f}")
print(f"largest |gamma| with Er > E1: {gamma_limit:.3f} eV nm^2")
for offset in (-10, -5, -2, -1, 0, 1, 2, 4, 5):
    print(f"T at Er {offset:+d} meV = {T_point(Er + offset*1e-3):.4f}")
print(f"T at E2 - 0.001 meV (short well) = {T_threshold:.5f}")
print(f"T = 1/2 at {half_low*1e3:.3f} and {half_high*1e3:.3f} meV; "
      f"separation {(half_high-half_low)*1e3:.3f} meV")
print(f"golden-rule width Gamma0 = {2*half0*1e3:.3f} meV")
print(f"pole: real part {pole.real*1e3:.3f} meV; "
      f"width {-2*pole.imag*1e3:.3f} meV")
print(f"lifetime hbar/width = {hbar_eV/(-2*pole.imag)*1e15:.1f} fs")
for temperature, kT, with_s, clean in thermal:
    print(f"{temperature} K: kT = {kT*1e3:.3f} meV; G/(2e^2/h) = "
          f"{with_s:.4f}, clean wire {clean:.4f}")
for N, root in strip_zeros:
    print(f"5 nm strip, {N} modes, same gamma: zero at {root*1e3:.3f} meV")
print(f"gamma restoring Er with 40 modes = {gamma40:.4f} eV nm^2")
for offset in (-5, -2, 2, 4):
    T40 = total_T(Er + offset * 1e-3, th40, gamma40 * strip(40))[0]
    print(f"retuned 40-mode T at Er {offset:+d} meV = {T40:.4f}")
print(f"two modes, scatterer {size} nm long: zero at {zero_long*1e3:.3f} meV")
print(f"lowest height level = {Ez*1e3:.2f} meV; next one "
      f"{3*Ez*1e3:.2f} meV higher")
print(f"nonparabolicity {alpha} 1/eV: gap {gap_np*1e3:.2f} meV; "
      f"mass factor at E2 {mass_factor:.3f}")
print(f"binding scaled by that mass factor = "
      f"{(E2-Er)*mass_factor*1e3:.2f} meV")
print(f"mobility {mobility:.0f} cm2/Vs: hbar/tau = {hbar_eV/tau*1e3:.2f} meV; "
      f"mean free path {velocity*tau*1e9:.0f} nm")
print("all tests passed")
```

Printed output:

```
mass 0.045 me; width 30.0 nm; height 15.0 nm
scatterer position y0 = 7.5 nm; gamma = -2.0 eV nm^2
equivalent well depth over 5.0 x 5.0 nm^2: 80.0 meV
g = hbar^2/m = 1.6933 eV nm^2
E1 = 9.285 meV; E2 = 37.139 meV; gap = 27.854 meV
V11 = -0.06667; V12 = -0.09428; V22 = -0.13333 eV nm
reflection energy Er = 31.889 meV; E2-Er = 5.249 meV
lattice bound level of mode 2 = 31.890 meV
short-well zero (0.001 nm) = 31.8898 meV
k at Er = 0.16340 1/nm; kappa at Er = 0.07874 1/nm
decay length 1/kappa = 12.70 nm
evanescent amplitude |b| at Er = 2.935 (incoming amplitude 1)
v = V11/(g k) at Er = -0.2409; T of mode 1 alone = 0.9451
largest |gamma| with Er > E1: 4.607 eV nm^2
T at Er -10 meV = 0.6213
T at Er -5 meV = 0.5203
T at Er -2 meV = 0.2586
T at Er -1 meV = 0.1029
T at Er +0 meV = 0.0000
T at Er +1 meV = 0.1826
T at Er +2 meV = 0.5793
T at Er +4 meV = 0.9572
T at Er +5 meV = 0.9963
T at E2 - 0.001 meV (short well) = 0.99999
T = 1/2 at 27.289 and 33.680 meV; separation 6.391 meV
golden-rule width Gamma0 = 5.059 meV
pole: real part 32.768 meV; width 4.310 meV
lifetime hbar/width = 152.7 fs
4.2 K: kT = 0.362 meV; G/(2e^2/h) = 0.0576, clean wire 1.0000
77.0 K: kT = 6.635 meV; G/(2e^2/h) = 0.7718, clean wire 1.2797
300.0 K: kT = 25.852 meV; G/(2e^2/h) = 0.8830, clean wire 1.1550
5 nm strip, 2 modes, same gamma: zero at 32.758 meV
5 nm strip, 10 modes, same gamma: zero at 29.182 meV
5 nm strip, 40 modes, same gamma: zero at 29.070 meV
gamma restoring Er with 40 modes = -1.6951 eV nm^2
retuned 40-mode T at Er -5 meV = 0.5049
retuned 40-mode T at Er -2 meV = 0.2464
retuned 40-mode T at Er +2 meV = 0.5646
retuned 40-mode T at Er +4 meV = 0.9558
two modes, scatterer 5.0 nm long: zero at 33.408 meV
lowest height level = 37.14 meV; next one 111.42 meV higher
nonparabolicity 1.2 1/eV: gap 24.54 meV; mass factor at E2 1.165
binding scaled by that mass factor = 6.11 meV
mobility 10000 cm2/Vs: hbar/tau = 2.57 meV; mean free path 108 nm
all tests passed
```
